# Small-component norm of hydrogenic 1s from the Dirac virial theorem

For a tungsten ion stripped to one electron, the Dirac equation with a point nucleus gives a 1s binding energy of 2973.4 hartree, which is 15.83 percent of the electron's rest energy of 18778.9 hartree. The two lower components of the Dirac spinor carry 7.917 percent of its norm. The second percentage is half the first. The factor of one half follows from the way a Coulomb potential responds to a change of length scale. The value 7.917 percent can also be obtained from the shape of the spinor, with no scaling argument.

## The model and its conventions

Hartree atomic units are used, with electron mass 1 and $c=137.036$. The nucleus is a fixed point charge $Z$, and there is one electron. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad V=-\frac Zr ,$$

in the standard representation, where $\beta$ is $+1$ on the upper two components and $-1$ on the lower two. The energy $E$ includes the rest energy $c^2$, so the binding energy is $c^2-E$. Write $\zeta=Z/c$.

Let $N_L$ and $N_S$ be the integrated weights of the upper (large) and lower (small) components of a normalized state. Then

$$N_L+N_S=1,\qquad \langle\beta\rangle=N_L-N_S=1-2N_S. \tag{1}$$

These weights belong to the chosen representation. A unitary transformation that mixes upper and lower components, applied to both the state and the Hamiltonian, can change $N_S$ but leaves the energy alone. $N_S$ is therefore a measure of the relativistic character of this spinor, not the probability of finding a positron.

Both derivations draw on the radial equations, which come first.

## The radial equations and their nodeless solutions

Write the spinor as an upper part $\varphi$ and a lower part $\eta$. The eigenvalue equation $H\psi=E\psi$ is then the pair

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+c^2-V)\,\eta,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-c^2-V)\,\varphi .$$

Let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$, so that $\sigma_r^2=1$. The product rule for Pauli matrices gives $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$. Dividing by $r$ and multiplying from the left by $\sigma_r$,

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Take $\varphi=(P/r)\,\Omega$ and $\eta=-i(Q/r)\,\sigma_r\Omega$, where $\Omega$ is a normalized angular spinor with quantum numbers $l$ and $j=l+\tfrac12$. Put $k=l+1$, so $k=1$ for $s_{1/2}$ and $k=2$ for $p_{3/2}$. The function $\sigma_r\Omega$ has the same $j$ and orbital number $l+1$. From $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, the eigenvalue is $k-1$ on $\Omega$ and $-(k+1)$ on $\sigma_r\Omega$. The radial derivatives become

$$\left(\frac{d}{dr}-\frac{k-1}{r}\right)\frac Pr=\frac1r\left(P'-\frac{kP}{r}\right),\qquad
\left(\frac{d}{dr}+\frac{k+1}{r}\right)\frac Qr=\frac1r\left(Q'+\frac{kQ}{r}\right).$$

In the first equation the factor $-i\sigma_r$ cancels on both sides. In the second, $(-i)^2\sigma_r^2=-1$. Hence

$$c\left(P'-\frac{kP}{r}\right)=(E+c^2-V)\,Q, \tag{2}$$

$$-c\left(Q'+\frac{kQ}{r}\right)=(E-c^2-V)\,P, \tag{3}$$

with $\int_0^\infty(P^2+Q^2)\,dr=1$ and $N_S=\int_0^\infty Q^2\,dr$.

For $V=-Z/r$, try $P=A\,r^\gamma e^{-\lambda r}$ and $Q=B\,r^\gamma e^{-\lambda r}$. Each derivative brings down $\gamma/r-\lambda$. After the common factor is removed, the terms in $1/r$ and the constant terms must balance separately. The $1/r$ terms of (2) and (3) give

$$c(\gamma-k)A=ZB,\qquad -c(\gamma+k)B=ZA, \tag{4}$$

and the constant terms give

$$-c\lambda A=(E+c^2)B,\qquad c\lambda B=(E-c^2)A. \tag{5}$$

Let $b=B/A$. The two parts of (4) are two expressions for the same ratio:

$$b=-\frac{k-\gamma}{\zeta}=-\frac{\zeta}{k+\gamma}. \tag{6}$$

Setting them equal gives $k^2-\gamma^2=\zeta^2$, so $\gamma=\sqrt{k^2-\zeta^2}$. The positive root is taken because the negative one makes $\langle V\rangle$ diverge at the origin. Multiplying the two expressions gives $b^2=(k-\gamma)/(k+\gamma)$.

For the energy, multiply the first part of (5) by $b/A$ and compare it with the second divided by $A$. This gives $-(E+c^2)b^2=E-c^2$, or

$$E=c^2\,\frac{1-b^2}{1+b^2}=c^2\,\frac{2\gamma/(k+\gamma)}{2k/(k+\gamma)}=\frac{\gamma}{k}\,c^2. \tag{7}$$

The first part of (5) then fixes the decay constant: $\lambda=-(E+c^2)b/c=c\,\dfrac{\gamma+k}{k}\,\dfrac{\zeta}{k+\gamma}=\dfrac Zk$.

For $k=1$ the solution has no radial node, and as $c\to\infty$ it becomes $P\propto re^{-Zr}$, the familiar 1s function. So for 1s

$$E=\gamma c^2,\qquad \gamma=\sqrt{1-\zeta^2}. \tag{8}$$

## First derivation: the virial theorem

Dilate the bound state without changing its norm: $\psi_s(\mathbf r)=s^{3/2}\psi(s\mathbf r)$. For $s>1$ the state is contracted. Changing the integration variable to $\mathbf u=s\mathbf r$ shows how each mean value responds. The momentum contains one derivative and gains one factor $s$. The matrix $\beta$ contains no length and is unaffected. The Coulomb potential is $-Z/r=-sZ/u$ and also gains one factor $s$. Thus

$$\langle H\rangle_s=s\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+c^2\langle\beta\rangle+s\langle V\rangle. \tag{9}$$

The derivative of $\langle H\rangle_s$ at $s=1$ must vanish. If $\delta\psi=d\psi_s/ds$ at $s=1$, the derivative is $2\,\mathrm{Re}\langle\delta\psi|H\psi\rangle=2E\,\mathrm{Re}\langle\delta\psi|\psi\rangle$, and the last factor is zero because the norm does not change.

This step moves $H$ from $\delta\psi$ onto $\psi$ by partial integration, which leaves a surface term on a small sphere around the nucleus. Both functions behave there as $r^{\gamma-1}$ and the area as $r^2$, so the term scales as $r^{2\gamma}$ and vanishes for $\gamma>0$. The term at large $r$ vanishes exponentially. Setting the derivative of (9) to zero gives the virial theorem

$$\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V\rangle. \tag{10}$$

In the energy $E=\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+c^2\langle\beta\rangle+\langle V\rangle$ the first and last terms cancel. With (1),

$$E=c^2(1-2N_S)\quad\Longrightarrow\quad N_S=\frac12\left(1-\frac{E}{c^2}\right)=\frac{c^2-E}{2c^2}. \tag{11}$$

The small-component norm is the binding energy divided by twice the rest energy, which is the factor of one half noted at the start. For 1s, inserting (8) gives

$$\boxed{N_S=\frac{1-\sqrt{1-(Z/c)^2}}{2}} \tag{12}$$

For tungsten, $\zeta=74/137.036=0.540004$ and $\zeta^2=0.291604$. Then $\gamma=\sqrt{0.708396}=0.841662$ and $N_S=(1-0.841662)/2=0.07917$, or 7.9 percent. The binding energy of 2973.4 hartree is 80.91 keV.

The cancellation involves large quantities. In this state $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=6506.2$ hartree and $\langle V\rangle=-6506.2$ hartree, while $c^2\langle\beta\rangle=15805.5$ hartree, equal to $E$.

Equation (9) has a further consequence. Once (10) holds, the terms in $s$ cancel for every $s$, not just near $s=1$. Contracting the tungsten state by a factor of two doubles both large terms and leaves the mean energy at 15805.5 hartree. In Schrödinger theory the kinetic energy grows as $s^2$ and the mean energy has a minimum at $s=1$. Here the kinetic term is linear in momentum, and the mean energy is flat along this family of states.

## Second derivation: the ratio of the components

In the solution found above, $P$ and $Q$ have the same radial dependence. Their ratio $b$ is the same at every distance, and the weights follow without evaluating an integral:

$$N_S=\frac{\int Q^2dr}{\int(P^2+Q^2)dr}=\frac{b^2}{1+b^2}. \tag{13}$$

For 1s, $b^2=(1-\gamma)/(1+\gamma)$ and $1+b^2=2/(1+\gamma)$. Their quotient is $(1-\gamma)/2$, in agreement with (12).

For tungsten, (6) gives $b=-0.540004/1.841662=-0.29322$. A numerical integration of (2) and (3) for $Z=74$, which does not assume a constant ratio, gives the same value, and the weight it finds by quadrature is 7.9169 percent. With $b^2=0.08598$, equation (13) returns $0.08598/1.08598=0.0792$.

The spinor also allows the virial theorem to be checked term by term. Since $P^2+Q^2\propto r^{2\gamma}e^{-2Zr}$ and $\int_0^\infty r^{a}e^{-2Zr}dr=\Gamma(a+1)/(2Z)^{a+1}$,

$$\left\langle\frac1r\right\rangle=2Z\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac{Z}{\gamma},\qquad \langle V\rangle=-\frac{Z^2}{\gamma}.$$

For the kinetic term, multiply the left side of (3) by $P$, the left side of (2) by $Q$, and add:

$$\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=c\int_0^\infty\left(QP'-PQ'-\frac{2PQ}{r}\right)dr=-\frac{2cb}{1+b^2}\left\langle\frac1r\right\rangle .$$

The first two terms cancelled because $Q=bP$. From (6), $-2b/(1+b^2)=\zeta$, so the result is $c\zeta\langle1/r\rangle=Z^2/\gamma$, the opposite of $\langle V\rangle$. For tungsten, $5476/0.841662=6506.2$ hartree.

## What each derivation assumes

The two routes use the same solution in different ways. The second needs just the $1/r$ terms (4), which fix $b$, together with the fact that the ratio is constant. The first needs the energy, which comes from the constant terms (5) combined with the value of $b^2$ from (4), and does not need the spinor once the energy is known.

The first route relies on the potential scaling as $1/r$. It makes no use of the absence of nodes, so (11) holds for every bound state of the point-Coulomb problem for which the surface term vanishes and $\langle V\rangle$ is finite. The second relies on $P$ and $Q$ being proportional, a special property of the states found above.

The state $2p_{3/2}$ has $k=2$ and can be treated both ways. For tungsten, $\gamma=\sqrt{4-0.291604}=1.92572$, so (7) gives $E/c^2=0.96286$ and (11) gives $N_S=1.857$ percent. Equation (13) gives $b^2/(1+b^2)=(k-\gamma)/(2k)$, the same number. The numerical spinor also gives 1.857 percent. This electron is less tightly bound than 1s, and its small component is correspondingly smaller.

## Weak and strong coupling

For small $\zeta$, expanding the square root in (12) gives

$$N_S=\frac{\zeta^2}{4}+\frac{\zeta^4}{16}+\dots$$

The first term has a simple origin. When binding and potential are small compared with $2c^2$, equation (2) with $k=1$ reduces to $Q\approx(P'-P/r)/(2c)$. For $P\propto re^{-Zr}$ the bracket equals $-ZP$, so $N_S\approx Z^2/(4c^2)$. This is the nonrelativistic kinetic energy $Z^2/2$ divided by $2c^2$.

The accuracy of the first term follows from $\zeta^2=(1-\gamma)(1+\gamma)$:

$$\frac{\zeta^2}{4}=\frac{1-\gamma}{2}\cdot\frac{1+\gamma}{2}=N_S\,(1-N_S).$$

The leading term therefore falls short of $N_S$ by the fraction $N_S$ itself. For tungsten it gives 7.29 percent instead of 7.92, a relative shortfall of 7.9 percent. For one-electron rhodium, $Z=45$, it gives 2.696 percent instead of 2.773, a relative shortfall of 2.8 percent.

As $\zeta\to1$, $\gamma\to0$ and $N_S\to\tfrac12$: the two weights become equal, $E$ tends to zero and $\langle V\rangle=-Z^2/\gamma$ diverges. For $Z>c$ the square root is imaginary, and the point-nucleus result no longer applies.

## Potentials that are not Coulombic

For a general central potential, $\langle V\rangle_s=\int|\psi(\mathbf u)|^2V(u/s)\,d^3u$, whose derivative at $s=1$ is $-\langle rV'\rangle$. The virial theorem becomes $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$, and the step that led to (11) gives

$$N_S=\frac12\left(1-\frac{E-\langle V+rV'\rangle}{c^2}\right). \tag{14}$$

Adding a constant $v_0$ to the potential raises $E$ and $\langle V+rV'\rangle$ equally. The energy changes, but $N_S$ does not.

This matters for a neutral tungsten atom, where the other electrons, absent from the one-electron model, screen the nucleus. Their effect on the 1s state can be sized with the Tietz form of the Thomas–Fermi potential for a neutral atom,

$$V=-\frac{Z}{r(1+qr)^2},\qquad V+rV'=\frac{2Zq}{(1+qr)^3},$$

where $q=(\pi/8)^{2/3}/a$ and $a=\tfrac12(3\pi/4)^{2/3}Z^{-1/3}$. This is a rough mean-field model in which the electron also feels its own share of the screening charge. It gives a 1s binding energy of 2621 hartree, about 71 keV. The measured K edge of tungsten is roughly 70 keV.

In this model $\langle V+rV'\rangle=329.9$ hartree, and (14) gives

$$N_S=\frac{2621.1+329.9}{2\times18778.9}=0.0786 .$$

In this model screening lowers the binding energy by 12 percent but moves $N_S$ only from 7.92 to 7.86 percent. Putting the screened binding energy into the Coulomb relation (11) would give 6.98 percent, which is too small because the nearly constant part of the screening potential has been mistaken for a change in the spinor. The third digit of 7.86 belongs to the Tietz fit, which screens too weakly near the nucleus. The exact Thomas–Fermi potential gives a binding energy of about 2540 hartree and $N_S\approx7.76$ percent. A self-consistent Dirac atom with local exchange gives 2550 to 2570 hartree and 7.78 to 7.80 percent, depending on how the self-interaction is treated. For neutral tungsten the binding loss is thus nearer 14 percent and $N_S$ about 7.8 percent, a shift roughly twice the Tietz one but still far smaller than (11) would suggest. These figures describe the 1s state only, not the valence electrons.

For the one-electron ion there is no screening, and the corrections to the point-nucleus model are smaller. Spreading the nuclear charge over a uniform sphere of radius 6.8 fm, a rough value, reduces $N_S$ from 7.917 to 7.909 percent. The electron-to-nucleus mass ratio, which sets the scale of recoil, is $3\times10^{-6}$. Radiative corrections have the energy scale $\zeta^4c^2/(\pi c)$, here 3.7 hartree. Divided by $2c^2$ this is 0.01 percent, an order of magnitude and not a computed shift. Relation (11) does not hold for such short-range corrections, and the change in $N_S$ can be a few times larger. For a real one-electron tungsten ion, 7.9 percent is therefore as many digits as the model supports. The values for the point-nucleus, uniform-sphere and Tietz models are in the numerical output below.

## Values computed for the example and the checks

```
speed of light c: 137.035999 a.u.
rest energy c^2: 18778.865 hartree
One-electron tungsten, Z = 74, point nucleus, 1s
Z/c: 0.540004
(Z/c)^2: 0.291604
gamma: 0.841662
N_S from formula (1-gamma)/2: 7.9169 %
N_S from numerical spinor: 7.9169 %
N_L from numerical spinor: 92.0831 %
ratio Q/P from numerical spinor: -0.293216
total energy E, numerical: 15805.465 hartree
binding energy c^2-E, numerical: 2973.401 hartree
binding energy, converted: 80.910 keV
mean c alpha.p: 6506.172 hartree
mean V: -6506.172 hartree
mean beta c^2: 15805.465 hartree
mean energy after twofold contraction: 15805.465 hartree
N_S leading term (Z/c)^2/4: 7.2901 %
N_S next term (Z/c)^4/16: 0.5315 %
N_S of 2p3/2, numerical: 1.8570 %
One-electron rhodium, Z = 45, 1s
Z/c: 0.328381
N_S, numerical: 2.7727 %
N_S leading term: 2.6958 %
Neglected effects for tungsten 1s
rough nuclear sphere radius: 6.83 fm
N_S with finite nucleus: 7.9094 %
binding loss from finite nucleus: 1.058 hartree
electron/nucleus mass ratio: 2.98e-06
radiative energy scale, order only: 3.7 hartree
radiative scale over 2c^2: 0.010 %
Tietz screened potential, neutral atom, rough
1s binding energy: 2621.1 hartree
mean of V + r dV/dr: 329.9 hartree
N_S from numerical spinor: 7.857 %
N_S if Coulomb formula is misused: 6.979 %
```
